# Momentum conservation and length-dependent heat conductivity in anharmonic chains

**Q.** I measure the heat conductivity of a thin, nearly one-dimensional sample, then double its length. Should I expect the same number?

**A.** That depends on what the atoms can push against. Take a classical chain with unit masses and \(k_B=1\), displacements \(q_n\), momenta \(p_n\) and stretches \(r_n=q_{n+1}-q_n\). The bonds have energy \(V(r_n)\), and each site may also have energy \(U(q_n)\) from a fixed support:

\[
\dot p_n=V'(r_n)-V'(r_{n-1})-U'(q_n).
\]

Summed over a ring, the bond forces cancel, so \(\frac{d}{dt}\sum_n p_n=-\sum_n U'(q_n)\). Without a support, total momentum is conserved. I call that chain free and the other pinned.

**Q.** What is the heat current in such a chain?

**A.** Give each site half the energy of its two bonds:

\[
e_n=\tfrac12p_n^2+\tfrac12\left[V(r_{n-1})+V(r_n)\right]+U(q_n).
\]

Differentiate, using \(\dot r_n=p_{n+1}-p_n\) and writing \(V'_n=V'(r_n)\):

\[
\dot e_n=p_n(V'_n-V'_{n-1}-U')+\tfrac12V'_{n-1}(p_n-p_{n-1})+\tfrac12V'_n(p_{n+1}-p_n)+U'p_n .
\]

The \(U'\) terms cancel. The rest is \(\tfrac12V'_n(p_n+p_{n+1})-\tfrac12V'_{n-1}(p_{n-1}+p_n)\), which is \(j_{n-1}-j_n\) with

\[
j_n=-\tfrac12V'(r_n)(p_n+p_{n+1}).
\]

With \(J=\sum_nj_n\) on a ring of \(N\) sites at zero total momentum, linear response gives

\[
\kappa=\frac1{T^2}\int_0^\infty C(t)\,dt,\qquad C(t)=\frac{\langle J(t)J(0)\rangle}{N},
\]

with \(N\to\infty\) taken before the time limit. Fourier's law with a length-independent \(\kappa\) requires this integral to converge.

**Q.** Collisions scramble the motion. Why would the current remember anything for long?

**A.** Collisions cannot destroy conserved quantities, so ask whether those quantities carry current. Assume that the free chain has three conserved densities: stretch \(\ell\), momentum \(u\) and energy. This excludes integrable chains, which have more.

Let the free chain be in equilibrium while drifting at velocity \(u\). Momenta and stretches are then independent, so

\[
\langle j\rangle=-\langle V'\rangle u=Pu,\qquad P=-\langle V'\rangle .
\]

A long-wave fluctuation is locally such a state. Summing \((P+\delta P)u\) and using \(\sum u=0\) leaves

\[
J_{\rm slow}=\sum_n\delta P_n\,u_n .
\]

In the pinned chain, equilibrium is labelled by energy alone, if the dynamics mixes. Reversing all momenta leaves that state unchanged and reverses \(j\), so the mean current is zero at every energy. For the same reason \(J\) has no equal-time overlap with products of energy fluctuations, and this slow part is missing.

**Q.** Which fluctuations make up \(\delta P\,u\)?

**A.** Sound waves. Let \(x\) be the site label and \(\varepsilon\) the internal energy per site. To first order,

\[
\partial_t\ell=\partial_xu,\qquad \partial_tu=-\partial_xP,\qquad \partial_t\varepsilon=-P\,\partial_xu .
\]

By the chain rule,

\[
\partial_tP=\left(\frac{\partial P}{\partial\ell}-P\frac{\partial P}{\partial\varepsilon}\right)\partial_xu=-c^2\partial_xu .
\]

This defines the sound speed \(c\). For a right-moving wave \(u_+(x-ct)\), the momentum equation gives \(-cu_+'=-\delta P'\), so \(\delta P=cu_+\). A left-moving wave has \(\delta P=-cu_-\). The third mode, heat, stands still with \(\delta P=u=0\). Therefore

\[
\delta P\,u=c(u_+-u_-)(u_++u_-)=c(u_+^2-u_-^2).
\]

The current is the imbalance between right- and left-moving sound.

**Q.** Can you get \(c\) without simulating the chain?

**A.** Yes. Put \(\beta=1/T\) and \(\lambda=\beta P\). Each bond has weight \(e^{-\beta V-\lambda r}\), and \(\varepsilon=1/(2\beta)+\langle V\rangle\). Write \(\langle A;B\rangle\) for a covariance and \(a=1/(2\beta^2)+\langle V;V\rangle\). Then

\[
d\ell=-\langle r;V\rangle d\beta-\langle r;r\rangle d\lambda,\qquad
d\varepsilon=-a\,d\beta-\langle r;V\rangle d\lambda .
\]

At \(P=0\), \(c^2=-(\partial P/\partial\ell)_\varepsilon\) and \(d\lambda=\beta\,dP\). Setting \(d\varepsilon=0\) gives \(d\beta=-\langle r;V\rangle d\lambda/a\), hence

\[
c^2=\frac{1}{\beta\left(\langle r;r\rangle-\langle r;V\rangle^2/a\right)} .
\]

For \(V=r^2/2+r^3/3+r^4/4\) at \(T=1\) this gives \(c=1.392\) sites per unit time. The oscillation of the longest wave in a simulated ring of 128 sites gives 1.395.

**Q.** How does the current correlation follow from the sound waves?

**A.** Right- and left-movers are uncorrelated at equal times: their relative displacement grows as \(2ct\), and a stationary correlation that decays with distance cannot depend on it. Momentum has variance \(T\) per site, and \(\langle u\,\delta P\rangle=0\) makes the two shares equal, so

\[
\langle u_\pm(x,t)u_\pm(0,0)\rangle=\tfrac T2 f(x\mp ct,t),\qquad\int f\,dx=1 .
\]

Treat the waves as Gaussian. The connected correlation of \(u_+^2\) is then \(2(Tf/2)^2\). With two directions,

\[
C(t)\simeq c^2\cdot2\cdot2\left(\frac T2\right)^2\int f^2dx=c^2T^2\int f^2dx .
\]

If the sound peak has width \(w\), then \(\int f^2dx=A/w\), where \(A\) depends on its shape. The current forgets only as fast as the peak spreads.

**Q.** Then I need the spreading law. Is it ordinary diffusion, \(w\sim t^{1/2}\)?

**A.** It is faster if sound acts on itself. Expanding the pressure to second order adds a term \(gu_+^2\) to the momentum current of a right-moving wave. Assume \(g\neq0\). For the bonds simulated here, the curvature \(P''\) of pressure against stretch at constant entropy gives \(g=P''/(4c^2)\approx-0.075\) at \(T=1\), nonzero but small. By the same factorization this extra current has correlation \(2g^2(T/2)^2\int f^2dx\). Dividing by the variance \(T/2\) gives a time-dependent source of diffusion, \(\lambda_s^2\int f^2dx\) with \(\lambda_s^2=g^2T\). In the frame moving with the peak, the mode-coupling approximation reads

\[
\partial_tf(x,t)=\lambda_s^2\partial_x^2\int_0^tds\int dy\,f(x-y,t-s)f(y,s)^2 .
\]

Multiply by \(x^2\) and integrate. Two integrations by parts turn \(x^2\partial_x^2\) into 2, and \(\int f\,dx=1\), so

\[
\frac{dw^2}{dt}=2\lambda_s^2\int_0^t\frac{A}{w(s)}\,ds .
\]

Insert \(w=Bt^b\):

\[
2bB^2t^{2b-1}=\frac{2\lambda_s^2A}{B(1-b)}\,t^{1-b}.
\]

The powers agree if \(2b-1=1-b\), so \(b=2/3\). Hence \(C\sim t^{-2/3}\), whose integral diverges. A numerical solution of the mode-coupling equation gives a decay exponent of 0.670 for \(\int f^2dx\) between times 40 and 160.

**Q.** My sample is finite. What do I measure?

**A.** Sound reaches the contacts after about \(L/c\). If they absorb it well, its memory ends there; contacts that reflect sound preserve part of it for longer. This is an estimate, not a solution of the boundary problem. With \(C=Dt^{-2/3}\) after some time \(t_0\), and \(\kappa_0\) the contribution from earlier times,

\[
\kappa_L\simeq\kappa_0+\frac{D}{T^2}\int_{t_0}^{L/c}t^{-2/3}dt
=\kappa_0+\frac{3D}{T^2}\left[\left(\frac Lc\right)^{1/3}-t_0^{1/3}\right].
\]

For long chains \(\kappa_L\sim L^{1/3}\). The constants can hide this power at moderate lengths.

**Q.** Can I see the cause directly, in the waves themselves?

**A.** Look at their damping. A uniform momentum cannot decay in the free chain, so long waves must decay slowly. Since \(w\sim t^{2/3}\), a wave of wavenumber \(k\) lives until \(kt^{2/3}\sim1\), and its damping rate scales as \(k^{3/2}\).

Between wavelengths of 64 and 16 sites this predicts a factor \(4^{3/2}=8\). The simulated free ring gives rates 0.0029 and 0.0191, a factor of 6.6. With an on-site potential \(U=5q^4/4\) and the same bonds, the rates are 0.128 and 0.129: the support damps long waves as strongly as shorter ones.

**Q.** And the conductivity?

**A.** Both chains have free ends and baths at temperatures 1.4 and 0.6. They differ only in \(U\). I divide the flux by the temperature gradient in the middle half, which leaves out the jumps at the contacts.

| \(N\) | free \(\kappa\) | pinned \(\kappa\) |
|---|---|---|
| 32 | 21.0 | 3.09 |
| 64 | 24.5 | 3.07 |
| 128 | 33.4 | 3.11 |
| 256 | 34.7 | not run |

The free values grow with an apparent exponent of 0.26, the pinned ones with 0.005. Free growth is uneven: 36% from 64 to 128 sites, then 4%. Much of this is noise: the fitted gradient is uncertain by about 5%, and runs with longer transients give 23.7, 30.9 and 36.5 for 64, 128 and 256 sites, an apparent exponent near 0.3. Using the full temperature difference, \(jN/0.8\) gives 7.7, 12.5, 19.0 and 27.7 (the last falls to about 26 with a longer transient). Those values include contact resistance, which exaggerates the growth. Neither set measures the asymptotic 1/3.

For the pinned chain, the equilibrium current correlation gives 2.82 when integrated to time 30 and 2.85 to time 60. It has levelled off. The sampling error is about 0.1, and a run with half the time step gives 3.0 to 3.1, so the difference from the bath average of 3.09 is not significant. The free ring is still rising, from 17.9 to 26.7 (16±1 to 23±2 in a ring of 256 sites).

**Q.** Does your formula for \(C(t)\) also give the right size?

**A.** Roughly. Between times 15 and 45 the integral of \(C\) in the free ring is 11.8. The Gaussian formula, summed over waves of 8 sites or longer, gives 6.1, too small by a factor of 1.9. In a ring of 256 sites the integral is 10±1 and the factor about 1.6. Adding the shorter waves raises the Gaussian sum by only about 3%, so they are not the cause. The formula also counts current as lost when one wave passes its energy to others travelling the same way. I conjecture that this accounts for the gap, but I have not tested it.

**Q.** So momentum conservation means divergence, and any support cures it?

**A.** Neither half holds without conditions.

- **Rotors**, with \(V=1-\cos r\), conserve momentum. A bond can slip by a full turn, however, so stretch is not conserved and the sound argument fails. At \(T\approx1\) their integrated \(\kappa\) is about 0.6, to within roughly 10%, at both time 30 and time 60.
- **A harmonic support under harmonic bonds** scatters nothing. With both stiffnesses equal to 1 and the same bath temperatures, the flux is 0.1000 for 32 and for 128 sites. Thus \(jN/\Delta T\) rises from 4 to 16.
- **Symmetric bonds at zero pressure** have \(g=0\), because \(P\) is odd in \(\ell\) and a sound wave there has \(\delta\varepsilon=0\) to first order. The step to \(b=2/3\) then fails, and the exponent needs a separate argument.

The divergence rests on a hydrodynamic argument supported by simulation. It is not a theorem for every \(V\).

**Q.** What should I carry over to a nanotube or nanowire on a chip?

**A.** The mechanism, not these numbers. At \(T=1\) the cubic and quartic bond terms are comparable with the harmonic one, far from the weak anharmonicity of a stiff crystal at room temperature. Weaker scattering lengthens the nearly ballistic range. Real samples also have transverse motion, disorder and quantum statistics, whose effect on \(\kappa\) I have not calculated.

The assumption a device most plainly breaks is isolation, since a substrate can absorb momentum. Suppose it weakly removes the long-wave current at rate \(\gamma\), leaving the rest unchanged. If \(\gamma t_0\ll1\), the slow contribution becomes, apart from a constant set by \(t_0\),

\[
\frac D{T^2}\int_0^\infty t^{-2/3}e^{-\gamma t}dt=\frac{D}{T^2}\,\Gamma(1/3)\,\gamma^{-1/3},
\]

where \(\Gamma\) is the gamma function. Growth stops near \(L\sim c/\gamma\). Under these conditions, a tenfold smaller \(\gamma\) raises the slow part by \(10^{1/3}\approx2.2\). A length-independent reading on a supported sample therefore does not show that the same sample, suspended, would obey Fourier's law.

## Values computed for the example and the checks

```
mean bond stretch at T=1, zero pressure: -0.1977
sound speed from bond averages: 1.3922 sites/time
mode-coupling decay exponent, t=40 to 160: 0.670 (theory 0.667)
implied length exponent of kappa: 0.330 (theory 0.333)
bath temperatures: 1.4 and 0.6; on-site strength: 5.0
free N=32: kappa=20.96, flux=0.1914, bath heat=0.1923, mid T=0.999, contact share=0.65
free N=64: kappa=24.51, flux=0.1559, bath heat=0.1568, mid T=1.007, contact share=0.50
free N=128: kappa=33.41, flux=0.1185, bath heat=0.1183, mid T=1.003, contact share=0.44
free N=256: kappa=34.66, flux=0.0866, bath heat=0.0865, mid T=1.029, contact share=0.20
pinned N=32: kappa=3.09, flux=0.0477, bath heat=0.0486, mid T=1.009, contact share=0.40
pinned N=64: kappa=3.07, flux=0.0307, bath heat=0.0309, mid T=1.013, contact share=0.21
pinned N=128: kappa=3.11, flux=0.0171, bath heat=0.0174, mid T=0.987, contact share=0.13
free: apparent exponent of kappa(N): 0.262
pinned: apparent exponent of kappa(N): 0.005
free kappa(256)/kappa(64): 1.414
pinned kappa(128)/kappa(64): 1.014
ring size: 128 sites; temperatures free 1.013, pinned 1.007, rotor 0.982
sound speed from ring dynamics: 1.395 sites/time
free damping rates, wavelength 64 and 16 sites: 0.0029, 0.0191
smallest damping rate the time window can show: 0.00083
pinned damping rates, same wavelengths: 0.1283, 0.1291
damping ratio free 6.57, pinned 1.01
free current tail, t=15 to 45: measured 11.816, factorized long waves 6.130, ratio 1.93
free Green-Kubo kappa up to t=30: 17.915, up to t=60: 26.672
pinned Green-Kubo kappa up to t=30: 2.822, up to t=60: 2.847
rotor Green-Kubo kappa up to t=30: 0.612, up to t=60: 0.623
pinned kappa from baths, mean of N=64 and 128: 3.093
harmonic pinned chain flux: N=32 0.10000, N=128 0.10000
```
